# How NESC becomes IORA and unnormalized elimination becomes ZORA: a numerical check

```python
"""
Result under test (Hartree atomic units, energy E without the rest energy):
the small-component relation B = U(E) A, with
    U(E) = (T - W/(4c^2) + E T/(2c^2))^-1 T,
taken at E = 0 turns NESC into matrix IORA and the unnormalized
elimination (V + T U) A = E S A into matrix ZORA.
S, V, T: overlap, potential and kinetic matrices of the large-component basis;
W: matrix of sigma.p V sigma.p; A, B: large and small coefficients, the small
basis being sigma.p chi/(2c). Example: one electron in the field of a point
silver nucleus, radial functions r^(l+1) exp(-zeta r^2), quantum number kappa.
"""
import numpy as np
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.constants import physical_constants, fine_structure

c = 1.0 / fine_structure
two_c2 = 2.0 * c**2
hartree_kev = physical_constants["Hartree energy in eV"][0] / 1000.0
Z = 47

# Trapezoidal rule in ln r: spectrally accurate for these integrands.
step = 0.04
r = np.exp(np.arange(-30.0, 1.8, step))
weight = r * step
potential = -Z / r


def weighted(f, g, factor=1.0):
    return f.T @ ((weight * factor)[:, None] * g)


def radial_basis(kappa, zeta):
    l = kappa if kappa > 0 else -kappa - 1
    x = r[:, None]
    gauss = np.exp(-x**2 * zeta[None, :])
    large = x**(l + 1) * gauss
    # (d/dr + kappa/r) acting on the large radial function
    small = ((l + 1 + kappa) * x**l - 2 * zeta * x**(l + 2)) * gauss
    norm = np.sqrt(weight @ large**2)
    return large / norm, small / norm


def matrices(large, small):
    S = weighted(large, large)
    V = weighted(large, large, potential)
    T = 0.5 * weighted(small, small)
    W = weighted(small, small, potential)
    return S, V, T, W


def relation(T, W, E):
    """U(E); the Cholesky factorization also proves positive definiteness."""
    D = T - W / (2 * two_c2) + E * T / two_c2
    return cho_solve(cho_factor((D + D.T) / 2), T)


def dirac_matrices(S, V, T, W):
    H = np.block([[V, T], [T, W / (2 * two_c2) - T]])
    G = np.block([[S, np.zeros_like(S)], [np.zeros_like(S), T / two_c2]])
    return H, G


def nesc_pencil(m, U):
    """Dirac quadratic form and norm restricted to vectors (A, U A)."""
    H, G = dirac_matrices(*m)
    C = np.vstack([np.eye(len(U)), U])
    return C.T @ H @ C, C.T @ G @ C


def levels(H, G):
    return eigh((H + H.T) / 2, (G + G.T) / 2, eigvals_only=True)


def dirac_levels(m):
    return levels(*dirac_matrices(*m))[len(m[0]):]


def zora_levels(m):
    S, V, T, W = m
    return levels(V + T @ relation(T, W, 0.0), S)


def iora_levels(m):
    return levels(*nesc_pencil(m, relation(m[2], m[3], 0.0)))


def closed_dirac(n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    ratio = (Z / c) / (n - abs(kappa) + gamma)
    return c**2 * (1 / np.sqrt(1 + ratio**2) - 1)


def operator_levels(large, small):
    """ZORA and IORA with 1/(2c^2 - V) integrated as an operator."""
    S, V, T, W = matrices(large, small)
    H = V + weighted(small, small, c**2 / (two_c2 - potential))
    M = S + weighted(small, small, c**2 / (two_c2 - potential)**2)
    return levels(H, S)[0], levels(H, M)[0]


def mismatch(X, Y, diagonal):
    d = np.sqrt(diagonal)
    return np.max(np.abs(X - Y) / np.outer(d, d))


small_set = 0.02 * Z**2 * 3.0**np.arange(10)
large_set = 0.004 * Z**2 * 2.3**np.arange(24)
basis_tol = 2e-5   # relative, incompleteness of the large basis
round_tol = 1e-6   # relative, roundoff in a strongly graded basis

# Matrix identities, for s1/2 and p1/2, in the well-conditioned small set.
worst = 0.0
for kappa in (-1, 1):
    large, small = radial_basis(kappa, small_set)
    m = S, V, T, W = matrices(large, small)
    U0 = relation(T, W, 0.0)
    L0, M0 = nesc_pencil(m, U0)
    kin = np.diag(T @ U0)
    # ZORA/IORA from their operators in an orthonormal small-component basis
    root = np.sqrt(weight)[:, None] * small
    q, _ = np.linalg.qr(root)
    p_matrix = q.T @ root
    gap_matrix = q.T @ ((two_c2 - potential)[:, None] * q)
    X0 = c * np.linalg.solve(gap_matrix, p_matrix)
    H_regular = V + c * p_matrix.T @ X0
    M_regular = S + X0.T @ X0
    errors = [mismatch(L0, H_regular, kin),
              mismatch(M0, M_regular, np.diag(M0)),
              mismatch(V + T @ U0, H_regular, kin)]
    # cost of E = 0 at a finite energy
    E = dirac_levels(m)[0]
    UE = relation(T, W, E)
    F = V + T @ UE - E * S
    e = E / two_c2
    errors.append(mismatch(V + T @ U0 - E * S, F + e * T @ UE @ U0, kin))
    errors.append(mismatch(L0 - E * M0, F - e**2 * U0.T @ T @ UE @ U0, kin))
    worst = max(worst, *errors)
    assert max(errors) < 1e-9
    # inner projection bounds the operator ZORA kinetic matrix from below
    K = weighted(small, small, c**2 / (two_c2 - potential))
    d = np.sqrt(np.diag(K))
    excess = np.linalg.eigvalsh((K - T @ U0) / np.outer(d, d))
    assert excess[0] > -1e-10 and excess[-1] > 1e-6

print(f"Nuclear charge Z = {Z}; c = {c:.6f} a.u.; 2c^2 = {two_c2:.3f} Eh")
print(f"Largest scaled mismatch in matrix identities = {worst:.1e}")

# One Gaussian: every matrix is a number.
zeta1 = np.array([8 * Z**2 / (9 * np.pi)])
m1 = matrices(*radial_basis(-1, zeta1))
s1, v1, t1, w1 = (float(x[0, 0]) for x in m1)
u1 = relation(m1[2], m1[3], 0.0)[0, 0]
L1, M1 = nesc_pencil(m1, np.array([[u1]]))
E1 = [zora_levels(m1)[0], iora_levels(m1)[0], dirac_levels(m1)[0]]
assert abs(L1[0, 0] - (v1 + t1 * u1)) < 1e-8 * t1
assert E1[0] < E1[1] < E1[2] < 0
print(f"One Gaussian: exponent = {zeta1[0]:.4f} bohr^-2")
print(f"One Gaussian: S = {s1:.6f}, V = {v1:.4f} Eh, T = {t1:.4f} Eh")
print(f"One Gaussian: W/(4c^2) = {w1 / (2 * two_c2):.4f} Eh")
print(f"One Gaussian: U(0) = {u1:.6f}, T U(0) = {t1 * u1:.4f} Eh")
print(f"One Gaussian: NESC metric at E=0 = {M1[0, 0]:.6f}")
print(f"One Gaussian: nonrelativistic energy = {v1 + t1:.4f} Eh")
for name, value in zip(("ZORA", "IORA", "Dirac"), E1):
    print(f"One Gaussian: {name} energy = {value:.4f} Eh")

# Converged levels and the two iterations.
print(f"Large basis: {len(large_set)} Gaussians, exponents "
      f"{large_set[0]:.3f} to {large_set[-1]:.3e} bohr^-2")
for label, n, kappa in (("1s1/2", 1, -1), ("2p1/2", 2, 1)):
    large, small = radial_basis(kappa, large_set)
    m = S, V, T, W = matrices(large, small)
    ED, EI, EZ = dirac_levels(m), iora_levels(m), zora_levels(m)
    exact = closed_dirac(n, kappa)
    coulomb_zora = two_c2 * exact / (two_c2 + exact)
    op_zora, op_iora = operator_levels(large, small)
    assert abs(ED[0] / exact - 1) < basis_tol
    assert abs(EZ[0] / coulomb_zora - 1) < basis_tol
    assert abs(EZ[0] / op_zora - 1) < basis_tol
    assert abs(EI[0] / op_iora - 1) < basis_tol
    assert np.all(EZ[:2] < EI[:2]) and np.all(EI[:2] < ED[:2])
    assert ED[1] < 0
    histories = []
    for renormalized in (False, True):
        E, history = 0.0, []
        for cycle in range(10):
            U = relation(T, W, E)
            pencil = nesc_pencil(m, U) if renormalized else (V + T @ U, S)
            E = levels(*pencil)[0]
            history.append(E)
        assert abs(E / ED[0] - 1) < round_tol
        histories.append(history)
    print(f"{label} closed Dirac formula = {exact:.3f} Eh")
    for name, value in (("Dirac", ED[0]), ("IORA", EI[0]), ("ZORA", EZ[0])):
        print(f"{label} matrix {name} = {value:.3f} Eh"
              f" = {value * hartree_kev:.4f} keV")
    print(f"{label} Coulomb ZORA formula = {coulomb_zora:.3f} Eh")
    print(f"{label} operator ZORA = {op_zora:.3f} Eh,"
          f" operator IORA = {op_iora:.3f} Eh")
    print(f"{label} error: ZORA = {EZ[0] - ED[0]:.3f} Eh,"
          f" IORA = {EI[0] - ED[0]:.3f} Eh")
    for name, history in zip(("unnormalized", "NESC"), histories):
        text = ", ".join(f"{value:.3f}" for value in history[:4])
        print(f"{label} {name} cycles 1-4 = {text} Eh")
    if kappa == -1:
        large_gap = op_zora - EZ[0]

# Matrix versus operator ZORA as the basis grows.
large, small = radial_basis(-1, small_set)
m = S, V, T, W = matrices(large, small)
small_gap = operator_levels(large, small)[0] - zora_levels(m)[0]
assert small_gap > 0 and abs(large_gap) < 0.1 * small_gap
print(f"Small basis: {len(small_set)} Gaussians, exponents "
      f"{small_set[0]:.3f} to {small_set[-1]:.3e} bohr^-2")
print(f"1s1/2 operator minus matrix ZORA, small basis = {small_gap:.5f} Eh")
print(f"1s1/2 operator minus matrix ZORA, large basis = {large_gap:.5f} Eh")

# Shift the zero of potential so that the exact 1s level lies at a target.
E_dirac = dirac_levels(m)[0]
print(f"Small-basis 1s1/2 Dirac level before shift = {E_dirac:.3f} Eh")
shift_errors = {}
for target in (-400.0, -200.0, 0.0):
    delta = target - E_dirac
    shifted = (S, V + delta * S, T, W + 2 * delta * T)
    assert abs(dirac_levels(shifted)[0] - target) < 1e-4
    dz = zora_levels(shifted)[0] - target
    di = iora_levels(shifted)[0] - target
    shift_errors[target] = dz, di
    print(f"Level shifted to {target:.0f} Eh: ZORA error = {dz:.5f} Eh,"
          f" IORA error = {di:.5f} Eh")
ratio_z = shift_errors[-400.0][0] / shift_errors[-200.0][0]
ratio_i = shift_errors[-400.0][1] / shift_errors[-200.0][1]
assert max(abs(x) for x in shift_errors[0.0]) < 1e-4
# higher orders in E/(2c^2) change the ideal ratios by a few per cent
assert abs(ratio_z / 2 - 1) < 0.05 and abs(ratio_i / 4 - 1) < 0.05
print(f"Error ratio on doubling the level: ZORA = {ratio_z:.4f},"
      f" IORA = {ratio_i:.4f}")
print("verified")
```

It prints:

```
Nuclear charge Z = 47; c = 137.035999 a.u.; 2c^2 = 37557.730 Eh
Largest scaled mismatch in matrix identities = 3.0e-15
One Gaussian: exponent = 625.0191 bohr^-2
One Gaussian: S = 1.000000, V = -1875.0574 Eh, T = 937.5287 Eh
One Gaussian: W/(4c^2) = -31.2039 Eh
One Gaussian: U(0) = 0.967789, T U(0) = 907.3300 Eh
One Gaussian: NESC metric at E=0 = 1.023380
One Gaussian: nonrelativistic energy = -937.5287 Eh
One Gaussian: ZORA energy = -967.7275 Eh
One Gaussian: IORA energy = -945.6188 Eh
One Gaussian: Dirac energy = -945.0799 Eh
Large basis: 24 Gaussians, exponents 8.836 to 1.845e+09 bohr^-2
1s1/2 closed Dirac formula = -1139.045 Eh
1s1/2 matrix Dirac = -1139.044 Eh = -30.9950 keV
1s1/2 matrix IORA = -1140.007 Eh = -31.0212 keV
1s1/2 matrix ZORA = -1174.670 Eh = -31.9644 keV
1s1/2 Coulomb ZORA formula = -1174.670 Eh
1s1/2 operator ZORA = -1174.670 Eh, operator IORA = -1140.007 Eh
1s1/2 error: ZORA = -35.625 Eh, IORA = -0.963 Eh
1s1/2 unnormalized cycles 1-4 = -1174.670, -1137.930, -1139.079, -1139.043 Eh
1s1/2 NESC cycles 1-4 = -1140.007, -1139.044, -1139.044, -1139.044 Eh
2p1/2 closed Dirac formula = -286.954 Eh
2p1/2 matrix Dirac = -286.953 Eh = -7.8084 keV
2p1/2 matrix IORA = -286.968 Eh = -7.8088 keV
2p1/2 matrix ZORA = -289.162 Eh = -7.8685 keV
2p1/2 Coulomb ZORA formula = -289.163 Eh
2p1/2 operator ZORA = -289.162 Eh, operator IORA = -286.968 Eh
2p1/2 error: ZORA = -2.209 Eh, IORA = -0.016 Eh
2p1/2 unnormalized cycles 1-4 = -289.162, -286.936, -286.953, -286.953 Eh
2p1/2 NESC cycles 1-4 = -286.968, -286.953, -286.953, -286.953 Eh
Small basis: 10 Gaussians, exponents 44.180 to 8.696e+05 bohr^-2
1s1/2 operator minus matrix ZORA, small basis = 0.01784 Eh
1s1/2 operator minus matrix ZORA, large basis = 0.00002 Eh
Small-basis 1s1/2 Dirac level before shift = -1138.916 Eh
Level shifted to -400 Eh: ZORA error = -12.50705 Eh, IORA error = -0.12301 Eh
Level shifted to -200 Eh: ZORA error = -6.25355 Eh, IORA error = -0.03106 Eh
Level shifted to 0 Eh: ZORA error = -0.00000 Eh, IORA error = -0.00000 Eh
Error ratio on doubling the level: ZORA = 2.0000, IORA = 3.9605
verified
```
